In scaled Ehrenfest dynamics, a real number \(\mu\ge 1\) multiplies the time derivative of the Kohn–Sham orbitals:

\[
i\hbar\mu\,\frac{\partial\varphi_i}{\partial t}=H[n,R]\,\varphi_i ,\qquad
M\ddot R=-\frac{\partial E}{\partial R}. \tag{1}
\]

Here \(R\) is one symmetry coordinate of the nuclei, for instance a bond length, and \(M\) is its mass. The energy \(E[\{\varphi_i\},R]\) contains the electronic energy and the nuclear repulsion. The problem asks what \(\mu\) does to electronic excitations, to the time step and to a vibration.

Assumptions: each of \(N_{\rm occ}\) orbitals holds \(f=2\) electrons, so \(N=fN_{\rm occ}\). The ground state is stable, with real orbitals and a finite gap. The exchange-correlation functional is adiabatic and depends on the density alone. The basis does not move with the nuclei, so there are no basis-set forces.

The numbers belong to a one-dimensional model: two electrons, two unit nuclear charges, soft Coulomb interactions with softening length 0.05 nm, and reduced mass \(M=1\) u \(=1822.89\,m_e\). The Hartree-exchange energy is half the Hartree energy, which is exact exchange for two electrons in one orbital. Correlation is left out. The equilibrium bond length is 0.0765 nm.

## (a) What the factor changes

**Is the energy still conserved? Find two ordinary Ehrenfest problems, with \(\mu=1\), that are equivalent to (1).**

**Solution.** Since \(\delta E/\delta\varphi_i^*=fH\varphi_i\),

\[
\frac{d}{dt}\Big(\tfrac12M\dot R^2+E\Big)
=\dot R\Big(M\ddot R+\frac{\partial E}{\partial R}\Big)
+2f\sum_i{\rm Re}\,\langle\dot\varphi_i|H|\varphi_i\rangle .
\]

The first bracket vanishes by (1). In the second term \(\dot\varphi_i=-iH\varphi_i/(\mu\hbar)\), so \(\langle\dot\varphi_i|H|\varphi_i\rangle=(i/\mu\hbar)\langle H\varphi_i|H\varphi_i\rangle\) is imaginary. The energy is conserved, and its expression does not contain \(\mu\). The Born–Oppenheimer surface is therefore unchanged.

For the first equivalent problem, set \(\tau=t/\mu\). Then \(\partial_t=\mu^{-1}\partial_\tau\) and

\[
i\hbar\,\partial_\tau\varphi_i=H\varphi_i,\qquad
\frac{M}{\mu^2}\frac{d^2R}{d\tau^2}=-\frac{\partial E}{\partial R}.
\]

This is ordinary dynamics with nuclei lighter by \(\mu^2\).

For the second, keep \(t\) and replace \(\hbar\to\mu\hbar\), \(m_e\to\mu^2m_e\). The kinetic operator contains only \(\hbar^2/m_e\), which is unchanged, and the interaction functional is held fixed. Equation (1) is thus ordinary dynamics with electrons heavier by \(\mu^2\) and a larger quantum of action. Both readings say that electrons and nuclei are less well separated in time scale.

## (b) Small motion about equilibrium

**Linearize (1) for a displacement \(X=R-R_{\rm eq}\).**

**Solution.** Let \(i\) label occupied and \(a\) empty ground-state orbitals, and write

\[
\varphi_i(t)=e^{-i\varepsilon_it/(\mu\hbar)}\Big[\varphi_i+\sum_a c_{ia}(t)\varphi_a\Big],\qquad c_{ia}=q_{ia}+ip_{ia}.
\]

Admixtures \(c_{ij}\) between occupied orbitals can be dropped: orthonormality requires \(c_{ij}+c_{ji}^*=0\), and with equal occupations their contributions to the density cancel in pairs. To first order,

\[
\delta n=f\sum_{ia}\varphi_i\varphi_a(c_{ia}+c_{ia}^*)=2f\sum_{ia}q_{ia}\varphi_i\varphi_a .
\]

Define

\[
D_{ia}=\varepsilon_a-\varepsilon_i,\quad
g_{ia}=\langle a|\partial v/\partial R|i\rangle,\quad
K_{ia,jb}=\iint\varphi_i\varphi_a f_{\rm Hxc}\varphi_j\varphi_b,\quad
S=D+2fK,
\]

where \(v\) is the nuclear attraction, \(f_{\rm Hxc}\) the derivative of the Hartree-exchange-correlation potential with respect to the density, and \(D\) a diagonal matrix. The potential changes by \(X\,\partial v/\partial R+\int f_{\rm Hxc}\delta n\). Projecting (1) on \(\varphi_a\) gives

\[
i\hbar\mu(\dot q+i\dot p)=D(q+ip)+2fKq+gX .
\]

The imaginary and real parts are

\[
\hbar\mu\,\dot q=Dp,\qquad \hbar\mu\,\dot p=-Sq-gX. \tag{2}
\]

The force is \(-V_{nn}'(R)-\int n\,\partial v/\partial R\), with \(V_{nn}\) the nuclear repulsion. Its linear part is

\[
M\ddot X=-K_cX-2f\,g\cdot q,\qquad
K_c=V_{nn}''+\int n_0\,\frac{\partial^2v}{\partial R^2}. \tag{3}
\]

\(K_c\) is the stiffness at frozen density.

## (c) Excitations at clamped nuclei

**Find the response frequencies for \(X=0\). Do the excitation energies change?**

**Solution.** Differentiating the first equation of (2) and using the second gives \(\hbar^2\mu^2\ddot q=-DSq\). For oscillation at frequency \(\Omega\), put \(q=D^{1/2}F\), which is allowed because \(D\) is positive:

\[
CF=(\hbar\mu\Omega)^2F,\qquad C=D^{1/2}SD^{1/2}. \tag{4}
\]

The matrix \(C\) is symmetric, does not contain \(\mu\), and is positive for a stable ground state. Call its eigenvalues \((\hbar\omega_n)^2\) and its normalized eigenvectors \(F_n\). Then

\[
\Omega_n=\omega_n/\mu .
\]

The statement that excitation energies scale as \(1/\mu\) holds for the frequencies seen in the simulated time. The energies are not altered: by part (a) the quantum of action is \(\mu\hbar\), and \(\mu\hbar\,\Omega_n=\hbar\omega_n\). A spectrum from a scaled run must be converted with \(\mu\hbar\).

In the model the lowest excitation is \(\hbar\omega=12.67\) eV. Numerical differentiation of the nonlinear equations gives a lowest frequency of 19.246 rad/fs at \(\mu=1\) and 1.9246 rad/fs at \(\mu=10\).

## (d) The time step

**For the classical fourth-order Runge–Kutta method, find the largest stable electronic step. How much is gained when the nuclei also have to be followed?**

**Solution.** At clamped nuclei (1) has the form \(\dot\varphi=\mu^{-1}G(\varphi)\). Each Runge–Kutta stage then contains the step only as \(\Delta t/\mu\), so the electronic stability limit on \(\Delta t\) grows in proportion to \(\mu\).

For its value, take one mode \(\dot y=-i\lambda y\) and let \(z=\lambda\Delta t\). One step multiplies \(y\) by

\[
A=1-iz-\frac{z^2}{2}+\frac{iz^3}{6}+\frac{z^4}{24}.
\]

The squares of the real and imaginary parts are

\[
1-z^2+\frac{z^4}{3}-\frac{z^6}{24}+\frac{z^8}{576}
\quad\text{and}\quad
z^2-\frac{z^4}{3}+\frac{z^6}{36},
\]

so that

\[
|A|^2=1-\frac{z^6}{72}+\frac{z^8}{576}=1-\frac{z^6(8-z^2)}{576}.
\]

Stability requires \(z\le2\sqrt2\). Propagate each orbital with \(H-\varepsilon_i\) in place of \(H\), as the program does; this removes the ground-state phase and leaves the density unchanged. Small deviations from the ground state then oscillate at the frequencies \(\omega_n/\mu\) of part (c). (Without the subtraction the frequencies are shifted by \(\varepsilon_i/(\mu\hbar)\), and the limit changes somewhat but is still proportional to \(\mu\).) The fastest mode has \(\lambda=\omega_{\max}/\mu\), hence

\[
\Delta t_{\max}(\mu)=\frac{2\sqrt2\,\mu}{\omega_{\max}}=\mu\,\Delta t_1 . \tag{5}
\]

The nuclear motion is not slowed by \(\mu\) in the same way, and it needs some step \(\Delta t_{\rm nuc}\) for accuracy. If \(\Delta t_1<\Delta t_{\rm nuc}\), the number of steps per unit of physical time falls by

\[
G=\min\!\big(\mu,\ \Delta t_{\rm nuc}/\Delta t_1\big). \tag{6}
\]

The work per step is unchanged.

In the model the highest excitation on the grid is 593.4 eV, which gives \(\Delta t_1=3.137\) as. Trial propagation finds 3.151 as at \(\mu=1\) and 31.51 as at \(\mu=10\): the ratio is 10, and the values lie 0.4 % above (5). A trial counts as unstable when the orbital norm passes 2 within 400 steps, so very slow growth goes unnoticed, which favours a slightly high value. With 40 steps per vibrational period, a chosen accuracy, \(\Delta t_{\rm nuc}=330\) as and the ceiling in (6) is \(330.11/3.1374=105\). This number belongs to the grid: \(\omega_{\max}\) grows as the inverse square of the spacing, and the ceiling is about 420 at 0.0125 nm and about 42 at 0.04 nm.

## (e) The coupled vibration

**Eliminate the electrons from (2) and (3) and find the equation for the vibrational frequency. How many solutions lie below the electronic ones?**

**Solution.** With all quantities oscillating at \(\Omega\), (2) gives

\[
(DS-\hbar^2\mu^2\Omega^2)\,q=-Dg\,X .
\]

Put \(q=D^{1/2}y\) and multiply by \(D^{-1/2}\):

\[
(C-\hbar^2\mu^2\Omega^2)\,y=-D^{1/2}g\,X .
\]

Expand \(y\) in the \(F_n\) and insert it in (3), whose left side is \(-M\Omega^2X\):

\[
M\Omega^2=K_c-\sum_n\frac{d_n}{\omega_n^2-\mu^2\Omega^2},\qquad
d_n=\frac{2f}{\hbar^2}\,(F_n\!\cdot D^{1/2}g)^2\ge0. \tag{7}
\]

If the electrons follow statically, the term \(\mu^2\Omega^2\) is absent. This defines the Born–Oppenheimer stiffness and frequency,

\[
K_{\rm BO}=K_c-\sum_n\frac{d_n}{\omega_n^2},\qquad \Omega_{\rm BO}=\sqrt{K_{\rm BO}/M}.
\]

Using

\[
\frac1{\omega_n^2-\mu^2\Omega^2}-\frac1{\omega_n^2}=\frac{\mu^2\Omega^2}{\omega_n^2(\omega_n^2-\mu^2\Omega^2)},
\]

equation (7) becomes

\[
\Omega^2\Big[M+\mu^2\sum_n\frac{d_n}{\omega_n^2(\omega_n^2-\mu^2\Omega^2)}\Big]=K_{\rm BO}. \tag{8}
\]

Let \(\omega_1\) be the lowest excitation with \(d_n\neq0\). Between \(\Omega=0\) and \(\Omega=\omega_1/\mu\) the left side rises steadily from zero to infinity, so there is one solution. Since the bracket exceeds \(M\), this solution lies below \(\Omega_{\rm BO}\). It is the vibration as long as \(\mu\Omega_{\rm BO}\) is well below \(\omega_1\).

With the model's grid spacing of 0.025 nm, \(K_c=3515\) and \(K_{\rm BO}=2347\) eV/nm², so electronic relaxation removes a third of the frozen-density stiffness. Second differences of the total energy give the same \(K_{\rm BO}\). The result is \(\hbar\Omega_{\rm BO}=313.2\) meV, a period of 13.20 fs. On the grid used, which ends 0.6 nm from the centre, the lowest coupled excitation is 15.14 eV, above the lowest of all: the stretch is an even perturbation of an even orbital and reaches only even empty orbitals. The last digits depend on the grid. Halving the spacing gives \(K_c=3518\) and \(K_{\rm BO}=2351\) eV/nm² and \(\hbar\Omega_{\rm BO}=313.5\) meV. Extending the grid to 1.2 nm or beyond lowers the coupled excitation to 15.06 eV.

## (f) The frequency error

**Find the leading error of the vibration and bounds on the full one. Distinguish errors relative to the Born–Oppenheimer frequency from errors relative to unscaled dynamics.**

**Solution.** For \(\mu\Omega\ll\omega_1\), drop \(\mu^2\Omega^2\) in the denominators of (8):

\[
\Omega\simeq\frac{\Omega_{\rm BO}}{\sqrt{1+\mu^2\Delta M/M}},\qquad
\Delta M=\sum_n\frac{d_n}{\omega_n^4}. \tag{9}
\]

The electrons act as an added mass \(\mu^2\Delta M\). If this is small compared with \(M\),

\[
\frac{\Omega-\Omega_{\rm BO}}{\Omega_{\rm BO}}\simeq-\frac{\mu^2\Delta M}{2M},\qquad
\frac{\Omega(\mu)-\Omega(1)}{\Omega(1)}\simeq-\frac{(\mu^2-1)\Delta M}{2M}. \tag{10}
\]

The two differ because unscaled Ehrenfest dynamics already contains the electronic inertia.

For the bounds, write the bracket in (8) as an effective mass \(M_{\rm eff}=K_{\rm BO}/\Omega^2\). Each term of its sum is \(d_n/\omega_n^4\) times \(1/(1-\mu^2\Omega^2/\omega_n^2)\). This factor is at least 1 and is largest for \(\omega_1\). Hence

\[
M+\mu^2\Delta M\;\le\;M_{\rm eff}\;\le\;M+\frac{\mu^2\Delta M}{1-(\mu\Omega/\omega_1)^2}. \tag{11}
\]

The added-mass formula therefore underestimates the red shift.

In the model \(\Delta M=0.1359\,m_e\), so \(\Delta M/(2M)=0.1359/(2\times1822.89)=3.73\times10^{-5}\). This is the relative red shift at \(\mu=1\). At \(\mu=5\) it is 25 times larger, 0.093 %; the full equation gives 0.094 %. Halving the grid spacing changes \(\Delta M\) to \(0.1358\,m_e\).

## (g) Why the added mass has this size

**Express \(\Delta M\) through the change of the orbitals with \(R\), and evaluate it for a rigid shift of a whole molecule.**

**Solution.** From (4) and the definition of \(d_n\),

\[
\Delta M=2f\hbar^2\,g\cdot D^{1/2}C^{-2}D^{1/2}g .
\]

Because \(C^{-1}=D^{-1/2}S^{-1}D^{-1/2}\), the product is \(D^{1/2}C^{-2}D^{1/2}=S^{-1}D^{-1}S^{-1}\). The static solution of (2) is \(q=-S^{-1}gX\), which means \(\langle a|\partial_R\varphi_i\rangle=-(S^{-1}g)_{ia}\). Therefore

\[
\Delta M=2f\hbar^2\sum_{ia}\frac{|\langle a|\partial_R\varphi_i\rangle|^2}{\varepsilon_a-\varepsilon_i}. \tag{12}
\]

This needs the occupied orbitals at neighbouring geometries and the empty orbitals and orbital energies at equilibrium, but no response calculation. Evaluated with finite differences, (12) reproduces \(0.1359\,m_e\).

For a rigid shift along \(x\), \(\partial_R\varphi_i=-\partial_x\varphi_i\). With a local Kohn–Sham potential, \([H,x]=-(\hbar^2/m_e)\partial_x\), so

\[
\langle a|\partial_x|i\rangle=-\frac{m_e}{\hbar^2}(\varepsilon_a-\varepsilon_i)\,x_{ai}.
\]

Replace one of the two factors in (12) by this and sum over all \(a\neq i\). The omitted term is zero because \(\langle i|\partial_x|i\rangle=0\) for a real bound orbital, so completeness gives

\[
\sum_{a\ne i}\frac{|\langle a|\partial_x|i\rangle|^2}{\varepsilon_a-\varepsilon_i}
=-\frac{m_e}{\hbar^2}\langle i|x\,\partial_x|i\rangle=\frac{m_e}{2\hbar^2},
\]

where the last step is an integration by parts. The sum includes occupied \(a\), but these terms change sign when \(i\) and \(a\) are exchanged and cancel in the sum over \(i\). Thus

\[
\Delta M_{\rm shift}=2f\hbar^2N_{\rm occ}\,\frac{m_e}{2\hbar^2}=Nm_e .
\]

The scaled molecule carries an electronic mass \(\mu^2Nm_e\), in agreement with the second reading in part (a). The computed values are \(2.0005\,m_e\) for the two-electron molecule and \(4.0000\,m_e\) for a four-electron model atom. The atom has a deeper well and needs a grid spacing of 0.0125 nm; at the 0.025 nm used for the molecule it gives \(4.012\,m_e\).

For the stretch, suppose that half of the electrons moved rigidly with each nucleus, at velocities \(\pm\dot R/2\). Their kinetic energy \(\tfrac12Nm_e(\dot R/2)^2\) would mean \(\Delta M=Nm_e/4=0.5\,m_e\). At the equilibrium bond length the computed value is about a quarter of that, so there this picture gives only the order of magnitude.

## (h) The useful gain

**A relative red shift \(\eta\) from \(\Omega_{\rm BO}\) is tolerated. Which \(\mu\) is allowed? Give also an estimate that needs only the lowest coupled excitation, the Born–Oppenheimer frequency and the two stiffnesses.**

**Solution.** Setting \(\Omega=(1-\eta)\Omega_{\rm BO}\) in (9) gives

\[
\mu_\eta\simeq\sqrt{\frac{M}{\Delta M}\Big[\frac1{(1-\eta)^2}-1\Big]}\simeq\sqrt{\frac{2\eta M}{\Delta M}}. \tag{13}
\]

The gain is (6) with this \(\mu\). For small \(\eta\), and below the nuclear ceiling in (6), it grows as the square root of the tolerance: twice the gain costs four times the error. For the full result, insert the same \(\Omega\) in (8) and solve for \(\mu\Omega<\omega_1\).

If \(\Delta M\) is not known, use \(\omega_n\ge\omega_1\) in its definition:

\[
\Delta M\le\frac1{\omega_1^2}\sum_n\frac{d_n}{\omega_n^2}=\frac{K_c-K_{\rm BO}}{\omega_1^2}.
\]

With \(M=K_{\rm BO}/\Omega_{\rm BO}^2\), the leading-order \(\mu_\eta\) is then at least

\[
\frac{\omega_1}{\Omega_{\rm BO}}\sqrt{\frac{2\eta K_{\rm BO}}{K_c-K_{\rm BO}}}. \tag{14}
\]

For \(\eta=1\,\%\) in the model, \(M/\Delta M=1.342\times10^4\) and \((0.99)^{-2}-1=0.02030\), so (13) gives \(\mu=16.5\). The full equation allows 15.9. The estimate (14), with \(\omega_1/\Omega_{\rm BO}=48.3\), is \(48.3\sqrt{0.02\times2347/1168}=9.7\); on a grid extending to 1.2 nm the ratio is 48.1 and the estimate 9.6, while the \(\mu\) allowed by the full equation keeps the digits shown. It is a lower bound on the leading-order value only; that it also lies below the full one is a result for this model, not a general guarantee. For \(\eta=5\,\%\) the added-mass formula gives 38.1 and the full equation 32.4, so the simple formula is by then too generous.

Nonlinear trajectories, released from a stretch of \(10^{-4}\) nm and run at 0.7 of the stability limit, test these frequencies:

| \(\mu\) | added mass | full equation | trajectory |
|---|---|---|---|
| 5.0 | 0.093 % | 0.094 % | 0.094 % |
| 15.9 | 0.933 % | 1.000 % | 1.000 % |
| 20.0 | 1.458 % | 1.627 % | 1.628 % |

The entries are red shifts relative to \(\Omega_{\rm BO}\). At \(\mu=15.9\) the step is 35.0 as, and six periods take 2263 steps; at \(\mu=1\), with the same fraction of the limit, they would take about 36 000. The gain is 16, far below the nuclear ceiling of 105. Here the frequency error sets the limit.

## (i) Where the scheme fails

**What happens when \(\mu\Omega_{\rm BO}\) reaches \(\omega_1\), when \(\mu\) is very large, and when the gap closes?**

**Solution.** Near \(\mu\Omega_{\rm BO}=\omega_1\), which is \(\mu=48\) in the model, the vibration and an electronic oscillation have similar frequencies and mix. The lowest solution of (8) can then no longer be called the vibration.

If \(\mu\Omega\) is far above all coupled excitations, the sum in (7) vanishes and \(\Omega\to\sqrt{K_c/M}\). The nuclei now vibrate in a frozen density. In the model this is \(313.2\sqrt{3515/2347}=383\) meV, 22 % above \(\Omega_{\rm BO}\): the red shift has turned into a blue shift. The limit is reached late, far beyond the nuclear ceiling of part (d). At \(\mu=100\) no single mode carries more than 35 % of the spectral weight of \(X\). At \(\mu=500\) the main mode carries 89 % and lies at 389 meV, and at \(\mu=1600\) it lies at 383.7 meV. The lowest solution instead falls as \(1/\mu\), as an electronic mode does.

When the coupled gap closes, the interval \(\mu\Omega<\omega_1\) shrinks to nothing, and with it the guarantee behind (9) and (11). A metal therefore has no safe \(\mu\) on the basis of this analysis.

The results also rest on small motion about the ground state. On an excited surface or near a crossing, the first reading in part (a) applies: \(dR/d\tau=\mu\,dR/dt\), so the electrons experience nuclei that move \(\mu\) times faster. Transitions between surfaces are then not those of unscaled dynamics, and a small vibrational error does not vouch for them.

The numerical output below gives the program's results with further digits.

## Computed results

```
softening length = 0.050 nm, grid spacing = 0.025 nm
grid points = 49, reduced nuclear mass = 1822.89 m_e (1 u)
equilibrium bond length = 0.07646 nm
occupied orbital energy = -18.6797 eV
frozen-density stiffness K_c = 3515.07 eV/nm^2
Born-Oppenheimer stiffness K_BO = 2346.70 eV/nm^2
K_BO from energy differences = 2346.70 eV/nm^2
hbar Omega_BO = 313.202 meV, period = 13.204 fs
lowest excitation hbar omega = 12.6679 eV
lowest coupled excitation = 15.1377 eV
highest grid excitation = 593.39 eV
mu = 1: lowest response frequency, Jacobian = 19.24585 rad/fs
mu = 10: lowest response frequency, Jacobian = 1.92459 rad/fs
added mass DeltaM (stretch) = 0.13586 m_e
DeltaM from orbital differences = 0.13586 m_e
translation, 2-electron molecule: DeltaM = 2.00047 m_e
translation, 4-electron atom, spacing 0.0250 nm: DeltaM = 4.01194 m_e
translation, 4-electron atom, spacing 0.0125 nm: DeltaM = 4.00000 m_e
relative red shift at mu = 1: 3.727e-05
RK4 step limit at mu = 1, formula = 3.1374 as
RK4 step limit at mu = 1, measured = 3.1511 as
RK4 step limit at mu = 10, measured = 31.5112 as
nuclear step, 40 per period = 330.11 as
gain ceiling from nuclear step = 105.2
mu where mu*Omega_BO meets coupled gap = 48.33
mu for 1% red shift: added mass 16.505, full 15.938
mu for 5% red shift: added mass 38.073, full 32.409
mu = 5.000: hbar Omega added mass = 312.911 meV
   full = 312.909 meV, trajectory = 312.909 meV
   red shift: added mass 0.093 %, full 0.094 %, trajectory 0.094 %
   step used = 10.981 as, steps in run = 7214
mu = 15.938: hbar Omega added mass = 310.279 meV
   full = 310.070 meV, trajectory = 310.070 meV
   red shift: added mass 0.933 %, full 1.000 %, trajectory 1.000 %
   step used = 35.002 as, steps in run = 2263
mu = 20.000: hbar Omega added mass = 308.635 meV
   full = 308.105 meV, trajectory = 308.105 meV
   red shift: added mass 1.458 %, full 1.627 %, trajectory 1.628 %
   step used = 43.924 as, steps in run = 1803
```
